# Dispersive transients and superlinear transit time from an exponential band tail

A device calculation for an amorphous semiconductor needs a mobility, and the available number may come from a transit time measured on a layer of another thickness. The decision is whether that mobility may be carried over. If carriers are repeatedly trapped in an exponential band tail at low enough temperature, it may not: the transit time grows faster than the thickness, and the ratio of velocity to field is no longer a material constant. In the example below, carrying the mobility of a 5 µm layer over to a 20 µm layer at the same field makes the predicted transit time too short by a factor of 2.5.

The same mechanism fixes the shape of the current transient. With $\alpha=T/T_0<1$, where $kT_0$ is the width of the tail, the current falls as $t^{-(1-\alpha)}$ before transit and as $t^{-(1+\alpha)}$ after it. Both laws are asymptotic, with a broad crossover between them.

## The model

A sheet of charge $q$, initially free, enters a layer of thickness $L$ at $x=0$ and $t=0$. The field $F$ is uniform and is not disturbed by the injected charge. Free carriers drift with velocity $v=\mu_0F$, so that a carrier that was never trapped would cross in the free transit time $t_0=L/v$. Diffusion, recombination, direct hopping between traps and field-assisted release are neglected. The last is a real restriction at high field if the traps are charged when empty: at $10^7$ V/m and ordinary permittivities the field lowers their release barrier by several $kT$ at room temperature, which changes both the transit time and its dependence on field.

A trap at depth $E>0$ below the band edge holds a carrier until thermal release. The capture coefficient is taken to be independent of depth, so the depth of a capturing trap follows the density of states:

$$p(E)=\frac{e^{-E/kT_0}}{kT_0},\qquad r(E)=\nu e^{-E/kT}.$$

Here $r$ is the release rate, whose Boltzmann factor is required by detailed balance, and $\nu$ is the attempt rate. The total capture rate of a free carrier is $\omega$. It is constant as long as the traps stay nearly empty.

The variable $u=e^{-E/kT}$, which runs from 0 to 1, brings out the exponent. Since $e^{-E/kT_0}=u^{\alpha}$ and $|dE|=kT\,du/u$,

$$p(E)\,|dE|=\frac{kT}{kT_0}\,u^{\alpha-1}du=\alpha u^{\alpha-1}du. \tag{1}$$

The exponent $\alpha$ thus measures a competition: deep traps are exponentially rare on the scale $kT_0$, but their holding times grow exponentially on the scale $kT$.

At fixed voltage between parallel electrodes, a charge $q$ that moves by $dx$ sends a charge $q\,dx/L$ through the external circuit. Trapped carriers do not move, so the current is the free drift current averaged over the layer.

## First derivation: rate equations

Let $f(x,t)$ be the free charge per unit length, $n_E(x,t)$ the trapped charge per unit length and energy, and $n=f+\int n_E\,dE$ the total. Charge conservation and trapping give

$$\frac{\partial n}{\partial t}+v\frac{\partial f}{\partial x}=q\,\delta(x)\delta(t),\qquad
\frac{\partial n_E}{\partial t}=\omega p(E)f-r(E)n_E.$$

The layer is empty before injection. A Laplace transform in time, with variable $s$ and the same symbols for transformed quantities, turns the second equation into $n_E=\omega p f/(s+r)$. Hence $sn=\Phi(s)f$, with

$$\Phi(s)=s\left[1+\omega\int_0^\infty\frac{p(E)\,dE}{s+r(E)}\right]. \tag{2}$$

The first equation becomes $\Phi f+v\,\partial f/\partial x=q\,\delta(x)$. Its solution vanishes for $x<0$, jumps by $q/v$ at the origin, and then decays: $f=(q/v)e^{-\Phi x/v}$. Averaging the drift current over the layer,

$$I(s)=\frac{v}{L}\int_0^L f\,dx=\frac{q}{L}\,\frac{v}{\Phi}\left(1-e^{-\Phi L/v}\right)
=q\,\frac{1-e^{-\Phi t_0}}{\Phi t_0}. \tag{3}$$

No long-time approximation has been made so far.

**The trap integral.** By (1), the integral in (2) is $\int_0^1\alpha u^{\alpha-1}du/(s+\nu u)$. For $s\ll\nu$ and $\alpha<1$, extend it to infinity and subtract the added piece. With $w=\nu u/s$ the extended integral is

$$\alpha s^{\alpha-1}\nu^{-\alpha}\int_0^\infty\frac{w^{\alpha-1}}{1+w}\,dw
=\frac{\pi\alpha}{\sin\pi\alpha}\,s^{\alpha-1}\nu^{-\alpha}.$$

The last step uses $z=w/(1+w)$, which turns the $w$ integral into $\int_0^1z^{\alpha-1}(1-z)^{-\alpha}dz=\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha$. In the subtracted piece $u>1$, so $s$ can be dropped beside $\nu u$, leaving $(\alpha/\nu)\int_1^\infty u^{\alpha-2}du=\alpha/[\nu(1-\alpha)]$. Therefore

$$\Phi(s)\simeq As^\alpha+bs,\qquad A=\omega\nu^{-\alpha}\frac{\pi\alpha}{\sin\pi\alpha},\qquad
b=1-\frac{\omega\alpha}{\nu(1-\alpha)}. \tag{4}$$

The first term dominates when $|b|s^{1-\alpha}\ll A$. At time $t$ the relevant $s$ is of order $1/t$, so this is a condition on how late one looks.

**Before transit.** When $\Phi t_0\gg1$ at $s\sim1/t$, the exponential in (3) is negligible and $I(s)\simeq q/(t_0As^\alpha)$. Since $t^{\alpha-1}$ has the transform $\Gamma(\alpha)s^{-\alpha}$,

$$I(t)\simeq\frac{q}{t_0A\,\Gamma(\alpha)}\,t^{-(1-\alpha)}. \tag{5}$$

**After transit.** When $\Phi t_0\ll1$, expand (3):

$$I(s)=q\left[1-\tfrac12At_0s^\alpha+\tfrac16(At_0)^2s^{2\alpha}-\dots\right]. \tag{6}$$

The constant is the total charge, collected mostly at earlier times, and contributes nothing at late $t$. To invert $s^\alpha$, use the rule that $d/ds$ corresponds to multiplication by $-t$. The derivative $\alpha s^{\alpha-1}$ belongs to $\alpha t^{-\alpha}/\Gamma(1-\alpha)$, so $s^\alpha$ itself belongs to $-\alpha t^{-1-\alpha}/\Gamma(1-\alpha)$ for $t>0$. The two minus signs cancel:

$$I(t)\simeq\frac{q\,\alpha At_0}{2\Gamma(1-\alpha)}\,t^{-(1+\alpha)}. \tag{7}$$

The two logarithmic slopes, $-(1-\alpha)$ and $-(1+\alpha)$, add to $-2$.

**Transit time.** Define $t_T$ as the time at which the two asymptotes cross. Equating (5) and (7) and multiplying by $t^{1+\alpha}t_0A\,\Gamma(\alpha)/q$ gives

$$t_T^{2\alpha}=(At_0)^2\,\frac{\alpha\Gamma(\alpha)}{2\Gamma(1-\alpha)},$$

and with $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$,

$$t_T=(At_0)^{1/\alpha}\left[\frac{\Gamma(1+\alpha)}{2\Gamma(1-\alpha)}\right]^{1/(2\alpha)}
\propto\left(\frac LF\right)^{1/\alpha}. \tag{8}$$

The exponent exceeds one. The apparent mobility $L/(Ft_T)$ varies as $(F/L)^{1/\alpha-1}$: it falls with thickness and rises with field, although $\mu_0$ is fixed. The exponent does not depend on the crossing construction. With $\Phi=As^\alpha$, the current (3) depends on $s$ through $At_0s^\alpha$ alone, so any marker tied to a fixed fraction of collected charge scales as $(At_0)^{1/\alpha}$.

**Why the carriers slow down.** Take a layer too thick to be crossed. The total free charge is $\int f\,dx=q/\Phi$, so the mean depth in units of $kT$, taken over all carriers, has the transform $(\omega/\Phi)\int(E/kT)\,p\,dE/(s+r)$. Write $y=E/kT$ and $J(\alpha)=\int e^{-\alpha y}dy/(s+\nu e^{-y})$. The numerator integral is $-\alpha\,dJ/d\alpha$, while $\Phi\simeq s\omega\alpha J$. From above, $J\simeq\pi s^{\alpha-1}\nu^{-\alpha}/\sin\pi\alpha$, so

$$-\frac{1}{sJ}\frac{dJ}{d\alpha}=\frac1s\left[\ln\frac{\nu}{s}+\pi\cot\pi\alpha\right].$$

The transform of $\ln t$ is $-(\gamma+\ln s)/s$, with $\gamma$ Euler's constant. Hence

$$\langle E\rangle\simeq kT\left[\ln(\nu t)+\gamma+\pi\cot\pi\alpha\right]. \tag{9}$$

The carriers sink by $kT\ln10$ in every decade of time. There is no stationary distribution over the traps, and so no stationary mobility, while this goes on.

## Second derivation: the history of one carrier

The same laws follow in the time domain from the statistics of a single stay in a trap. The density of waiting times is the release probability averaged over depth. With (1) and then $w=\nu ut$,

$$\psi(t)=\int_0^1\alpha u^{\alpha-1}\,\nu u\,e^{-\nu ut}du
=\alpha\nu^{-\alpha}t^{-1-\alpha}\int_0^{\nu t}w^\alpha e^{-w}dw.$$

For $\nu t\gg1$ the last integral is $\Gamma(1+\alpha)$. Integrating from $t$ to infinity gives the probability $S(t)$ that a stay lasts longer than $t$:

$$\psi(t)\simeq\alpha\Gamma(1+\alpha)\nu^{-\alpha}t^{-1-\alpha},\qquad S(t)\simeq\Gamma(1+\alpha)(\nu t)^{-\alpha}. \tag{10}$$

For $\alpha<1$ the mean stay $\int t\psi\,dt$ diverges, so a sum of many stays does not settle to a number of captures times a mean.

**Before transit.** Let $P(t)$ be the probability that the carrier is free at time $t$. Each free carrier contributes $qv/L=q/t_0$ to the current, so $I=qP/t_0$ while the carriers are still in the layer. At time $t$ the carrier is either free, or it was captured at some earlier $t'$ and is still held:

$$1=P(t)+\omega\int_0^tP(t')\,S(t-t')\,dt'. \tag{11}$$

At long times $P$ is small compared with one and is dropped where it stands alone. Insert (10), with $\kappa=\omega\Gamma(1+\alpha)\nu^{-\alpha}$:

$$1=\kappa\int_0^tP(t')\,(t-t')^{-\alpha}dt'.$$

Stays shorter than about $1/\nu$, where (10) fails, have little weight in this integral. To solve for $P$, write the equation at time $t''$, multiply by $(t-t'')^{\alpha-1}$ and integrate over $t''$ from 0 to $t$. The left side gives $t^\alpha/\alpha$. On the right, change the order of integration. The inner integral is

$$\int_{t'}^t(t-t'')^{\alpha-1}(t''-t')^{-\alpha}dt''=\Gamma(\alpha)\Gamma(1-\alpha),$$

because the substitution $t''=t'+(t-t')z$ removes every power of $t-t'$. So

$$\frac{t^\alpha}{\alpha}=\kappa\,\Gamma(\alpha)\Gamma(1-\alpha)\int_0^tP(t')dt'
\quad\Rightarrow\quad
P(t)=\frac{t^{\alpha-1}}{\kappa\,\Gamma(\alpha)\Gamma(1-\alpha)}.$$

Now $\kappa\,\Gamma(1-\alpha)=\omega\nu^{-\alpha}\alpha\Gamma(\alpha)\Gamma(1-\alpha)=A$, so $I=qP/t_0$ is law (5), prefactor included. The current falls because a shrinking share of the carriers is free.

**After transit.** A carrier must spend the time $t_0$ free in order to cross, and it is captured at rate $\omega$ while free. It therefore suffers $\omega t_0$ captures on average, at positions spread uniformly over the layer. If it is still inside at a time far beyond $t_T$, the likely cause is one very long stay. Two such stays are less likely by a factor of order $\omega t_0S(t)$, which is then small.

Releases from long stays occur at the rate $\omega t_0\psi(t)$ per injected carrier. A released carrier finishes its journey in a time short compared with $t$, and sends through the circuit the fraction of $q$ equal to the fraction of the layer still ahead. The mean of that fraction is one half, so

$$I(t)\simeq\tfrac12\,q\,\omega t_0\,\psi(t)
=\tfrac12\,q\,\omega t_0\,\alpha\Gamma(1+\alpha)\nu^{-\alpha}t^{-(1+\alpha)}. \tag{12}$$

Since $A/\Gamma(1-\alpha)=\omega\nu^{-\alpha}\Gamma(1+\alpha)$, this is law (7). The factor $\tfrac12$, which came from a series expansion before, is now the average distance left to travel.

**Transit time.** Two identical asymptotes cross at the same point, so (8) follows again. The exponent also has a direct reading. Among $N=\omega t_0$ stays, the longest has a typical length set by $NS(t)\sim1$, or $t\sim N^{1/\alpha}/\nu$. A thicker layer means more captures, and more captures reach rarer, deeper traps. Doubling $L$ doubles the number of stays and also lengthens the longest one by more than a factor of two.

## What each derivation assumes

Both rest on the same physical model: nearly empty traps, capture independent of depth, release unaffected by the field, a uniform field, and no diffusion or recombination. If capture favoured some depths, $p(E)$ would no longer be the normalized density of states, and by detailed balance the release rates would change too. A preference confined to a limited range of depths leaves the long-time exponent $\alpha=T/T_0$ unchanged, and the prefactor $A$ as well if the deeper traps capture as before; one that varies exponentially with depth throughout the deep tail changes the exponent as well.

The rate equations need linearity, so that the Laplace transform can be used, and a position-resolved balance. In return, (3) covers the crossover as well as both ends, and its expansion gives the corrections. The single-carrier argument treats the two ends separately. Early on it assumes that no carrier has left; late, that one stay dominates and that the rest of the journey is short. It says nothing quantitative about $t\approx t_T$, but it shows what the two power laws together need: a waiting-time tail $t^{-1-\alpha}$ with $\alpha<1$, whatever its origin.

The early law (5) and the transit time (8) are lost in the same places in both derivations, while (2) and (3) stay valid with the appropriate $p(E)$. If the tail ends at some greatest depth, the mean stay is finite, and ordinary transport returns once the carriers have had time to equilibrate with the deepest traps. If $\alpha>1$, the mean stay is finite even without a cutoff: $\int p\,dE/r=\alpha/[\nu(\alpha-1)]$. Then (2) gives, at small $s$,

$$\Phi\simeq s\left[1+\frac{\omega\alpha}{\nu(\alpha-1)}\right],$$

so in a sufficiently thick layer the sheet moves at a reduced but constant mean velocity and the transit time is linear in $L$. This limit is approached slowly when $\alpha$ is only a little above 1. The late tail (12) survives for $\alpha>1$, because neither (10) nor the single-stay argument uses $\alpha<1$.

As $\alpha\to1$ from below, $A$ and $b$ in (4) both diverge. With $\varepsilon=1-\alpha$, the trapping part of (4) is approximately $(\omega s/\nu)\,\varepsilon^{-1}[(s/\nu)^{-\varepsilon}-1]$, which tends to $(\omega s/\nu)\ln(\nu/s)$. The pure power law is therefore a poor guide near $\alpha=1$ unless $(\nu t)^{1-\alpha}$ is large.

## A worked case

Take round parameters: $T=300$ K and $T_0=500$ K, so $\alpha=0.6$ and $kT_0=43$ meV; $\nu=\omega=10^{12}$ s$^{-1}$; $\mu_0=10$ cm² V$^{-1}$ s$^{-1}$; $F=10^7$ V/m; $L=5$ µm. At this field the numbers apply to traps whose release the field does not assist. For traps that are charged when empty, the simple Poole–Frenkel lowering is about 70 to 140 meV for relative permittivities from 12 down to 3. With capture unchanged, this would shorten the trap-limited times below by a factor of about 15 to 200, while leaving the thickness law at fixed field intact. The free transit time is $t_0=0.5$ ns, with 500 captures on average. From (4), $A=1.2505\times10^5$ s$^{-0.4}$, so $At_0=6.25\times10^{-5}$ s$^{0.6}$ and $(At_0)^{1/0.6}=98.5$ ns. The bracket in (8) is $0.8935/(2\times2.218)=0.2014$, and its power $1/1.2$ is 0.263. The product is $t_T=25.9$ ns, about fifty times $t_0$.

The full current (3) was computed with the trap integral done by quadrature and the transform inverted numerically. As a test, it was compared with a simulation of 20,000 carriers that used the microscopic rates directly. Between 10 and 100 ns the simulation collects a fraction $0.470\pm0.002$ of the charge, against 0.473 from the transform. Between 1 and 10 µs the values are $0.045\pm0.001$ and 0.044.

At 1 ns the full current per unit charge is $4.30\times10^7$ s$^{-1}$, and (5) gives $4.28\times10^7$ s$^{-1}$. Multiplying by $t_0$ shows that about 2% of the carriers are free. At 10 µs the full value is 859 s$^{-1}$, and (7) gives 846 s$^{-1}$. The single-stay formula (12) gives the same 846 s$^{-1}$ from $\tfrac12\times500\times3.383$ s$^{-1}$.

The excess of 1.5% at 10 µs comes from the third term of (6). Applying the derivative rule repeatedly shows that $s^{2\alpha}$ belongs to $t^{-1-2\alpha}/\Gamma(-2\alpha)$, so relative to (7) this term is

$$\frac{At_0t^{-\alpha}\,\Gamma(1-\alpha)}{3\alpha\,\Gamma(-2\alpha)}\approx0.254\,At_0t^{-\alpha}\approx0.016 .$$

It fades as $t^{-0.6}$, so the final slope is approached slowly and from the steep side: the local slope is $-1.628$ at $10\,t_T$, $-1.618$ at $100\,t_T$ and $-1.600$ at $10^5\,t_T$. At $t_T$ itself it is $-0.99$, and at $0.1\,t_T$ it is $-0.401$. An exponent fitted one decade after transit would thus be slightly off. The side of approach depends on $\alpha$, because $\Gamma(-2\alpha)$ changes sign at $\alpha=\tfrac12$. At $\alpha=0.4$ the limit $-1.4$ is approached from the shallow side and the error is larger: the local slope is $-1.30$ at $10\,t_T$ and $-1.37$ at $100\,t_T$.

For thicknesses of 5, 10 and 20 µm, (8) gives 25.9, 82.3 and 261 ns. Each doubling multiplies the time by $2^{1/0.6}\approx3.17$. The apparent mobilities are 0.193, 0.122 and 0.077 cm² V$^{-1}$ s$^{-1}$, all far below $\mu_0$. Scaling the 5 µm time linearly to 20 µm would give 104 ns instead of 261 ns. An independent marker, the time at which half the charge has been collected in the full solution, grows with exponent 1.669, against $1/\alpha=1.667$. In a control with $\alpha=3$ the exponent is 1.001.

With the other parameters held fixed, cooling to 250 K and 200 K raises $t_T$ to 154 ns and about 2.5 µs. The tested slopes follow $\alpha=0.5$ and 0.4 at both ends. The mean depth in an uncrossed layer is 346 meV at 1 µs and 405 meV at 10 µs, within 0.5 meV of (9). These depths are only a lower bound on how far the tail must remain exponential. A trap at 346 meV releases its carrier in about $e^{13.4}/\nu\approx0.65$ µs, so for the early power law to hold at such times in an uncrossed layer the tail must extend well beyond the mean depth, to traps whose release time far exceeds $t$. The late law asks for less, because the integral before (10) has little weight at $w\ll1$, that is, from traps whose release time far exceeds $t$. The remaining values are in the numerical output.

## Table of computed values

```
T = 300 K, T0 = 500 K, alpha = 0.600
tail energy kT0 = 43.09 meV
nu = 1.0e+12 1/s, omega = 1.0e+12 1/s
mu0 = 10.0 cm^2/(V s), F = 1.0e+07 V/m
L = 5.0 um, free transit t0 = 0.500 ns
mean number of captures omega*t0 = 500
A = 1.2505e+05 s^(alpha-1)
transit time from formula = 25.912 ns
Phi(1/t_T): quadrature 4.4372e+09, A s^alpha 4.4565e+09 1/s
simulated carriers = 20000; charge fraction per interval:
 1-10 ns: simulation 0.2129 +- 0.0013, transform 0.2130
 10-100 ns: simulation 0.4696 +- 0.0022, transform 0.4732
 100-1000 ns: simulation 0.1861 +- 0.0020, transform 0.1836
 1000-10000 ns: simulation 0.0453 +- 0.0012, transform 0.0436
I/q at 1 ns: full 4.2973e+07, early law 4.2755e+07 1/s
I/q at 10000 ns: full 8.5873e+02, late law 8.4566e+02 1/s
local slope d ln I / d ln t of the full current:
 t/t_T = 0.01: -0.4034
 t/t_T = 0.1: -0.4014
 t/t_T = 1: -0.9864
 t/t_T = 10: -1.6284
 t/t_T = 100: -1.6181
 t/t_T = 100000: -1.6003
slopes at 0.01 t_T and 1e5 t_T, and crossing of the tangents:
 200 K: -0.6001, -1.3984; crossing 2401.55 ns, formula 2469.02 ns
 250 K: -0.5000, -1.5000; crossing 154.20 ns, formula 154.21 ns
 300 K: -0.4034, -1.6003; crossing 26.16 ns, formula 25.91 ns
L = 5 um: t_half = 27.44 ns, t_T = 25.91 ns, L/(F t_T) = 0.1930 cm^2/(V s)
L = 10 um: t_half = 87.29 ns, t_T = 82.27 ns, L/(F t_T) = 0.1216 cm^2/(V s)
L = 20 um: t_half = 277.50 ns, t_T = 261.18 ns, L/(F t_T) = 0.0766 cm^2/(V s)
thickness exponent = 1.6691, 1/alpha = 1.6667
control alpha = 3: thickness exponent = 1.0010
 t_half = 0.6238 ns, formula 0.6250 ns
waiting density at 10 us: quadrature 3.3826e+00, law 3.3826e+00 1/s
omega t0 psi/2 at 10 us = 8.4566e+02 1/s
mean depth at 1 us: 346.07 meV, law 345.69 meV
mean depth at 10 us: 405.39 meV, law 405.22 meV
```
